# Why pivoted Cholesky keeps a basis sparse where canonical orthogonalization does not

A linear-scaling calculation relies on matrices whose number of significant entries per column stays constant as the system grows. Diffuse basis functions threaten this, because functions that are broad compared with their spacing make the overlap matrix nearly singular, and some combinations of them may then have to be removed. If that is done by discarding eigenvectors of the overlap, the remaining basis is orthonormal and numerically safe, but each new function can extend over the whole system. A local operator, sparse in the original functions, then becomes dense. The cure for near-dependence has destroyed the property on which the method was built.

Selecting a subset of the original functions avoids this. A periodic chain of atoms shows why, and also under which conditions this contrast holds.

## A near-dependence that belongs to no single function

Let each atom carry normalized s Gaussians. For exponents \(\zeta,\eta\) and separation \(R\), completing the square gives

\[
\zeta x^2+\eta(x-R)^2=(\zeta+\eta)\Big(x-\frac{\eta R}{\zeta+\eta}\Big)^2+\frac{\zeta\eta}{\zeta+\eta}R^2 .
\]

The three-dimensional integral of the first term's Gaussian is \([\pi/(\zeta+\eta)]^{3/2}\). With the normalization factors \((2\zeta/\pi)^{3/4}(2\eta/\pi)^{3/4}\), the overlap is

\[
S(R)=\left(\frac{2\sqrt{\zeta\eta}}{\zeta+\eta}\right)^{3/2}
\exp\!\left(-\frac{\zeta\eta}{\zeta+\eta}R^2\right).
\]

First take one function of exponent \(\zeta\) per atom, at spacing \(a\). Atoms \(n\) sites apart overlap by \(e^{-gn^2/2}\), with \(g=\zeta a^2\). By translational symmetry the eigenvectors of \(S\) are waves \(e^{ikn}\), with eigenvalues

\[
s(k)=\sum_n e^{-gn^2/2}e^{ikn}
=\sqrt{\frac{2\pi}{g}}\sum_m e^{-(k+2\pi m)^2/2g}.
\]

The second form is Poisson summation: the sum over integers equals the sum of the Fourier transform of \(e^{-gx^2/2}\) at the points \(k+2\pi m\). The smallest eigenvalue is at \(k=\pi\), where the terms \(m=0\) and \(m=-1\) are equal and dominate for small \(g\):

\[
s(\pi)\simeq 2\sqrt{\frac{2\pi}{g}}\,e^{-\pi^2/2g}.
\]

For \(a=2\) bohr and \(\zeta=0.05\) bohr\(^{-2}\), \(g=0.2\), and \(s(\pi)\simeq 2(5.605)e^{-24.67}=2.16\times10^{-10}\). Diagonalization for 300 atoms gives the same value. The corresponding wave has alternating signs: broad functions added with signs \(+,-,+,-\) nearly cancel everywhere. No individual function is at fault.

The full model adds a tight function of exponent 1.0 bohr\(^{-2}\) to every atom. Adding functions cannot raise the smallest eigenvalue, and it falls to \(1.77\times10^{-10}\). A normalized combination along that eigenvector has coefficients larger by \(1/\sqrt{1.77\times10^{-10}}\approx7.5\times10^4\) than the unit eigenvector, which amplifies rounding errors.

## What canonical orthogonalization does

Write \(Su=su\) with orthonormal vectors \(u\). Canonical orthogonalization keeps those with \(s>\tau\) and forms

\[
X=U_{\rm keep}\,s_{\rm keep}^{-1/2},\qquad
X^TSX=s_{\rm keep}^{-1/2}s_{\rm keep}s_{\rm keep}^{-1/2}=1 .
\]

In the two-function chain the matrix \(S(k)\) is \(2\times2\), real and even in \(k\). The waves \(k\) and \(-k\) are therefore degenerate and combine into real eigenvectors

\[
u_{n\mu}=\sqrt{2/N}\,c_\mu(k)\cos(kn+\phi),\qquad \sum_\mu c_\mu^2=1,
\]

where \(\mu\) labels the functions on an atom. The squared weight on atom \(n\) is \(p_n=(2/N)\cos^2(kn+\phi)\). A measure of the number of atoms involved is \(1/\sum_n p_n^2\). Since \(\cos^4\theta=\tfrac38+\tfrac12\cos2\theta+\tfrac18\cos4\theta\), and the oscillating terms sum to zero for general \(k\),

\[
\sum_n p_n^2=\frac4{N^2}\,\frac{3N}{8}=\frac{3}{2N},
\qquad \frac1{\sum_n p_n^2}=\frac{2N}{3}.
\]

For \(N=300\) this is 200 atoms. In one diagonalization the least value among the removed vectors is 177. This number depends on the arbitrary phase \(\phi\) that the eigensolver picks within a degenerate pair, and the exception can be traced. At \(k=\pi/2\) the term \(\cos4\theta\) does not average out. The weights alternate between \((2/N)\cos^2\phi\) and \((2/N)\sin^2\phi\), and the participation is \(N/(2-\sin^22\phi)\), anywhere from 150 to 300 atoms. This wave is among those removed.

With \(\tau=0.01\), canonical orthogonalization keeps 449 of 600 functions. A column of \(X\) has on average 539 entries above \(10^{-4}\) in magnitude. For 600 atoms the number is 1069, a growth by 1.98. The transform is dense.

A perfectly periodic operator would hide the damage, because it does not couple different \(k\). A fairer case is a local operator with disorder, \(A_{ij}=S_{ij}(v_i+v_j)/2\), where \(v\) is a random number between 0.5 and 1.5 for each atom. The matrix \(X^TAX\) has 441 significant entries per column out of 449.

## Is it the vectors or the space?

Spread-out eigenvectors do not by themselves prove that the retained space is nonlocal, since a rotation among them might localize them. What decides this is a quantity that no rotation changes.

Let \(Q\) project onto the removed eigenvectors. In this chain the threshold cuts through the lower band of \(S(k)\) at \(k_c=1.568\), and the waves with \(|k|>k_c\) are removed. With \(w(k)\) the weight of the diffuse function in the lower-band vector, the element of \(Q\) between diffuse functions \(n\) atoms apart in a long chain is

\[
Q(n)=\frac1\pi\int_{k_c}^{\pi}w(k)\cos(kn)\,dk .
\]

Integrate by parts. The boundary term at \(\pi\) vanishes because \(\sin\pi n=0\), leaving

\[
Q(n)=-\frac{w(k_c)\sin(k_cn)}{\pi n}-\frac1{\pi n}\int_{k_c}^{\pi}w'(k)\sin(kn)\,dk .
\]

A further integration by parts shows that the last term is of order \(1/n^2\). A sharp cut in a continuous band thus leaves a \(1/n\) tail.

The finite ring has 151 removed waves. Summing them as a geometric series replaces \(\pi n\) by \(N\sin(\pi n/N)\), and \(k_c\) by the midpoint \(k'=149\pi/300\) between the last kept and the first removed wave. At \(n=41\), \(\sin(k'n)=\cos(41\pi/300)=0.909\), so with \(w=0.998\)

\[
|Q|\simeq\frac{0.998\times0.909}{300\times0.416}=7.3\times10^{-3}.
\]

This agrees with \(7.27\times10^{-3}\), the largest value found for \(n\) from 40 to 60.

The same argument applies to \(XX^T\), which is unchanged when \(X\) is replaced by \(XO\) with \(O\) orthogonal. Its lower-band part contains \(w/s\) cut off at \(k_c\), where \(s=\tau\), and so has the tail \(w\sin(k_cn)/(\tau\pi n)\). The upper band adds no such tail: the coupling between tight and diffuse functions is positive for all real \(k\), so the bands never touch. Suppose that some rotation gave columns decaying exponentially at a common rate, with a bounded number centred on each atom. Then \(XX^T\) would also decay exponentially, which contradicts the tail. When \(\tau\) cuts a band, a rotation can make the functions more compact than the waves, but no choice of orthonormal functions in the canonical space gives such exponential decay.

When \(\tau\) lies in a gap, the conclusion changes. The projector at each \(k\) is then a contour integral of \((z-S(k))^{-1}\) around the removed eigenvalues, and is analytic in a strip around the real \(k\) axis. Shifting the \(k\) integral into the strip by \(i\eta\) produces a factor \(e^{-\eta n}\). Two nearly equal functions per atom, with exponents 1.0 and 1.1 bohr\(^{-2}\), give this situation: the overlap spectrum has a gap from 0.00196 to 1.508. For 100 atoms the removed vectors still extend over at least 66.7 atoms, yet the computed elements of \(Q\) between the exponent-1.0 functions are at most \(4.4\times10^{-13}\) beyond \(n=11\). Here the delocalization belongs to the chosen vectors, not to the space.

If a single atom has such a duplicate, the vector itself is local. Its eigenvalue is 0.0015 and its participation is 1.000 atom. An isolated near-dependence thus gives a local removed vector, whereas the removed vectors above are spread out because the near-dependence repeats along the whole chain. The kept eigenvectors are a separate matter: in a regular chain they are waves even when there is no near-dependence, by the symmetry argument above.

## Selecting functions instead of waves

Pivoted Cholesky keeps a list \(P\) of original functions. Suppose that some have been chosen. The best approximation to another function \(\chi_i\) in their span minimizes

\[
\Big\|\chi_i-\sum_{p\in P}c_p\chi_p\Big\|^2
=S_{ii}-2c^TS_{Pi}+c^TS_{PP}c .
\]

Setting the derivative to zero gives \(c=S_{PP}^{-1}S_{Pi}\), and the remaining squared distance is

\[
d_i=S_{ii}-S_{iP}S_{PP}^{-1}S_{Pi}.
\]

The next function chosen is the one with the largest \(d_i\), called the pivot. If \(r_i\) denotes the part of \(\chi_i\) outside the current span, choosing \(p\) adds the Cholesky column and updates the distances:

\[
L_{ip}=\frac{\langle r_i|r_p\rangle}{\sqrt{d_p}},\qquad d_i\leftarrow d_i-L_{ip}^2 .
\]

This is the subtraction of a projection onto one new unit vector. The process stops when all \(d_i\le\tau\), so each dropped function lies within \(\sqrt\tau\), here 0.1, of the kept span.

Sparsity now needs no special argument: \(S_{PP}\) consists of rows and columns of \(S\), and every retained function still has its atom. The chain also shows why thinning works. If every second diffuse function is kept, the spacing doubles and \(g\) rises fourfold to 0.8. The formula for one function per site then gives

\[
s(\pi)\simeq2\sqrt{\frac{2\pi}{0.8}}\,e^{-\pi^2/1.6}
=5.60\times0.00209=0.012 .
\]

Removing half the functions lifts the smallest eigenvalue by nearly eight orders of magnitude, because \(g\) stands in the denominator of an exponent.

Equivalent atoms often have equal \(d_i\), and such ties are given here to the first function in the list. The selection for 300 atoms then keeps 453 functions: all 300 tight ones and 153 diffuse ones, close to one on every second atom. Breaking the ties differently can change the count by a few functions. The pattern is irregular, with neighbouring pairs and gaps, so the estimate for regular thinning is a guide and not a prediction. The smallest eigenvalue of the actual subset is \(2.95\times10^{-3}\). The canonical count, 449, is similar: it consists of the whole upper band, 300 waves, and about \(Nk_c/\pi=150\) waves of the lower band.

## How safe is the selected subset?

The smallest eigenvalue of \(S_{PP}\) is the minimum of \(c^TSc/c^Tc\) over vectors that vanish outside \(P\). Restricting a minimum cannot lower it, so \(\lambda_{\min}(S_{PP})\ge\lambda_{\min}(S)\). Selection never worsens this eigenvalue.

It need not, however, raise it to \(\tau\). The last pivot equals \(1/(S_{PP}^{-1})_{nn}\), with \(n\) now the number of selected functions, and this is an upper bound on \(\lambda_{\min}\). In the chain the smallest pivot is 0.0102, while the eigenvalue is about a third of \(\tau\).

A lower bound follows from the pivot rule. With rows in the order of selection, write \(L=TD\), where \(D\) is the diagonal of \(L\). By the Cauchy–Schwarz inequality \(L_{ij}^2\le d_i\), and \(d_i\) is at most the pivot \(L_{jj}^2\). Hence \(|T_{ij}|\le1\). Solving for column \(j\) of \(T^{-1}\) by forward substitution, each entry is bounded by the sum of the magnitudes before it. The bounds are \(1,1,2,4,\ldots\), so \(|(T^{-1})_{ij}|\le2^{i-j-1}\) for \(i>j\). Since \(L^{-1}=D^{-1}T^{-1}\) and every \(D_{ii}^2>\tau\),

\[
\frac1{\lambda_{\min}}=\|L^{-1}\|_2^2\le\sum_{ij}|(L^{-1})_{ij}|^2
\le\frac1\tau\sum_{i=1}^n\left[1+\frac{4^{i-1}-1}{3}\right]
=\frac{4^n+6n-1}{9\tau}.
\]

The guarantee is exponentially weak, and bad cases exist. A Kahan matrix \(R\) has diagonal entries \(\sigma^{i-1}\) and entries \(-c\,\sigma^{i-1}\) to their right, with \(\sigma^2+c^2=1\). For \(c=0.5\) and size 16, with columns scaled very slightly to fix the order, \(R^TR\) has smallest pivot 0.0133 but smallest eigenvalue \(2.3\times10^{-7}\). A selected basis should therefore have its smallest eigenvalue checked.

## Why conditioning also controls sparsity

The subset must still be orthonormalized, for instance by \(S_{PP}^{-1/2}\). A sparse matrix can have a dense inverse square root, and the condition number \(\kappa=\lambda_{\max}/\lambda_{\min}\) limits how far it spreads.

Treat overlaps below a small cutoff as zero, and let \(d\) be the smallest number of nonzero overlaps linking \(i\) to \(j\). A polynomial in the matrix of degree below \(d\) has no \(ij\) entry. To approximate \(1/x\) on \([\lambda_{\min},\lambda_{\max}]\), map this interval linearly to \([-1,1]\) by \(\ell(x)\), and use the Chebyshev polynomial \(T_d\):

\[
r(x)=\frac{T_d(\ell(x))}{T_d(\ell(0))},\qquad
p(x)=\frac{1-r(x)}x .
\]

Because \(r(0)=1\), \(p\) is a polynomial of degree \(d-1\). On the interval \(|T_d(\ell)|\le1\). Outside it, \(|\ell(0)|=(\kappa+1)/(\kappa-1)=\tfrac12(q+q^{-1})\) with

\[
q=\frac{\sqrt\kappa-1}{\sqrt\kappa+1},\qquad
|T_d(\ell(0))|=\tfrac12(q^d+q^{-d})\ge\tfrac12q^{-d}.
\]

The error \(|1/x-p|=|r|/x\) is at most \(2q^d/\lambda_{\min}\), and this bounds the \(ij\) entry of the inverse. Adding \(t^2\) to the matrix lowers its condition number, so the same \(q\) remains valid. Using \(x^{-1/2}=(2/\pi)\int_0^\infty dt/(x+t^2)\),

\[
|(S_{PP}^{-1/2})_{ij}|\le\frac2\pi\int_0^\infty\frac{2q^d\,dt}{\lambda_{\min}+t^2}
=\frac{2q^d}{\sqrt{\lambda_{\min}}}.
\]

For large \(\kappa\), \(q^d\approx e^{-2d/\sqrt\kappa}\), so the bound has a decay length of \(\sqrt\kappa/2\) steps. The subset has \(\kappa=1.13\times10^3\), hence about 17 steps. For the full basis \(\kappa\) exceeds \(10^{10}\), and the bound gives no useful locality. These are upper limits and not the observed ranges. In a well-conditioned test chain of tight functions with nearest-neighbour overlap, \(q=0.138\), and the element at \(d=8\) is \(2.6\times10^{-8}\) against a bound of \(3.0\times10^{-7}\).

The direct count is more telling. \(S_{PP}^{-1/2}\) has 61.5 significant entries per column for 300 atoms and 61.8 for 600. The disordered operator has 56.4 and 56.2 in the orthonormalized subset. Without any removal, the computed \(S^{-1/2}\) has 247 and 333. The second count is inflated by rounding: since the derivative of \(x^{-1/2}\) has magnitude \(1/(2x^{3/2})\), a rounding error \(\delta\sim10^{-16}\) in \(S\) can change \(S^{-1/2}\) by up to about \(\delta/(2\lambda_{\min}^{3/2})\sim10^{-2}\), which is above the cutoff, so distant entries can be counted through noise alone. Evaluated wave by wave in 40-digit arithmetic, the counts are 247 and 265. The exact matrix does decay, but slowly: the element between diffuse functions 100 atoms apart is still about 0.08.

## The price of locality

For a given number \(r\) of retained dimensions, the canonical space is the better one by a definite measure. Let \(\Pi\) project onto any \(r\)-dimensional function space, and let \(K=\sum_i|\chi_i\rangle\langle\chi_i|\). The total squared residual is

\[
\sum_i\|(1-\Pi)\chi_i\|^2={\rm tr}\,S-{\rm tr}(\Pi K).
\]

If \(Su=su\), then \(K\sum_iu_i\chi_i=\sum_i(Su)_i\chi_i=s\sum_iu_i\chi_i\), so \(K\) and \(S\) share their nonzero eigenvalues. In the eigenbasis of \(K\), \({\rm tr}(\Pi K)\) is a sum of these eigenvalues with weights between 0 and 1 that add up to at most \(r\). It is largest when the \(r\) largest eigenvalues have weight 1. The least possible residual is the sum of the discarded eigenvalues. For the 300-atom chain and 453 dimensions this optimum is 0.085, while the Cholesky selection leaves 0.329, about four times as much. The factor depends on how ties are broken: random tie-breaking gives between 2.8 and 3.4 times the optimum for the same number of dimensions.

That measure weighs all basis functions equally and is not an energy. A chain of ten hydrogen atoms at 1.8 bohr spacing shows the difference. It is treated by restricted Hartree–Fock, which omits electron correlation, in the 6-31G basis plus one s function of exponent 0.036 bohr\(^{-2}\) per atom. The 30 functions have a smallest overlap eigenvalue of \(1.4\times10^{-8}\) and give \(-5.37377\) hartree. This value belongs to this basis and is not converged: cc-pVDZ gives \(-5.38231\) hartree, 8.5 millihartree lower. Plain 6-31G gives \(-5.37182\) hartree, so the ten diffuse functions together are worth about 2 millihartree. Both reduced bases span subspaces of this one, so their minimum energies cannot lie below the full-basis minimum.

At \(\tau=10^{-2}\), the canonical space keeps 23 functions and raises the energy by 2.0 millihartree; Cholesky keeps 24 and raises it by 3.2. At \(\tau=10^{-4}\) both keep 27, and the rises are 0.268 and 0.256 millihartree. The Cholesky energy is then slightly lower, which does not conflict with the optimality result, since the two criteria differ. This ordering depends on the first pivot, which is a tie because all functions are normalized. Over all first pivots the Cholesky rise ranges from 0.255 to 0.272 millihartree at \(\tau=10^{-4}\), on both sides of the canonical value, and from 2.8 to 3.4 millihartree, with 23 or 24 functions, at \(\tau=10^{-2}\).

The selected functions remain on their atoms, but they need not respect the molecule's symmetry. At \(\tau=10^{-4}\) the diffuse functions on atoms 4, 6 and 9 are dropped, whose mirror images are atoms 7, 5 and 2. At \(\tau=10^{-2}\) atom 5 even loses its valence function of exponent 0.161 and keeps the diffuse one. The rule asks which function is nearly contained in the others, not which is chemically expendable. The smallest eigenvalues of the two subsets are \(5.7\times10^{-3}\) and \(9.1\times10^{-5}\), again somewhat below \(\tau\) but far above that of the full basis. The numerical output gives the complete selections.

## Calculated quantities

```
spacing a = 2.0 bohr
exponents = 1.00, 0.05 bohr^-2
threshold tau = 0.01; count cutoff = 1e-04
g = 0.20; diffuse-only s(pi) formula = 2.157e-10
diffuse-only smallest eigenvalue, N=300 = 2.157e-10
N=300: functions 600, canonical 449, Cholesky 453
  smallest eigenvalue: full 1.77e-10, subset 2.95e-03
  smallest pivot 0.0102; subset cond. 1.13e+03
  largest residual of a dropped function 0.00676
  total residual: Cholesky 0.3290, optimum 0.0852
  entries per column above cutoff:
   canonical X 539.0; subset S^-1/2 61.5
   full S^-1/2 246.5; subset S 15.3
   operator: canonical 441.3, subset 56.4
N=600: functions 1200, canonical 899, Cholesky 906
  smallest eigenvalue: full 1.77e-10, subset 2.94e-03
  smallest pivot 0.0102; subset cond. 1.14e+03
  largest residual of a dropped function 0.00964
  total residual: Cholesky 0.6643, optimum 0.1706
  entries per column above cutoff:
   canonical X 1068.7; subset S^-1/2 61.8
   full S^-1/2 332.6; subset S 15.3
   operator: canonical 879.1, subset 56.2
growth 300->600: X 1.98, subset S^-1/2 1.00
diffuse functions kept (x), atoms 101-140 of N=300:
  .x..x.xx..xx.x.x.xx..x.x..xx.x.xx.x..x.x
removed vectors 151; least participation 177.1 atoms
band cut k_c = 1.5677 rad; diffuse weight w = 0.9980
largest |Q| for n=40..60: 7.27e-03
gap case: exponents 1.0, 1.1 bohr^-2, N=100
  gap from 0.00196 to 1.508
  least participation 66.7 atoms; |Q| beyond n=11: 4.4e-13
single duplicate: eigenvalue 0.00154, participation 1.000 atoms
Kahan matrix, size 16: smallest pivot 0.0133
  smallest eigenvalue 2.32e-07; guaranteed floor 2.10e-11
decay test: q = 0.1378; d=8 element 2.62e-08, bound 3.04e-07
H10, 1.8 bohr: 30 functions, smallest eigenvalue 1.44e-08
  full-basis RHF energy -5.373774 hartree
  tau 1e-02: kept canonical 23, Cholesky 24
   energy rise 2.0233, 3.2167 mhartree
   subset smallest eigenvalue 5.73e-03; dropped atom:exponent
   2:0.036 4:0.036 5:0.161 6:0.036 7:0.036 9:0.036
  tau 1e-04: kept canonical 27, Cholesky 27
   energy rise 0.2678, 0.2555 mhartree
   subset smallest eigenvalue 9.05e-05; dropped atom:exponent
   4:0.036 6:0.036 9:0.036
```
